# Partial Huang–Rhys factors from vertical excited-state forces, part 1

(Sections cited here and not found follow in the second part.)

Let $R_0$ be the nuclear geometry at which the electronic ground state of a defect has its energy minimum, and let $u_i$ be the displacement of nuclear coordinate $i$ from $R_0$. The index $i$ labels an atom together with a Cartesian direction, and $M_i$ is the mass of that atom. The algebra uses atomic units, so $\hbar=1$; the numbers are in eV and angstrom. The ground-state energy surface is $V_g$, with its zero at $R_0$, and the excited-state surface is $V_e$. The vertical excitation energy is $E_v=V_e(R_0)$, and the vertical force is

$$F_i=-\left.\frac{\partial V_e}{\partial u_i}\right|_{u=0}.$$

This is the force that the nuclei feel just after the electrons have been excited and before any nucleus has moved. The question is how much this force says about the vibrational structure of the optical line.

The displaced-mode approximation makes three assumptions. Both surfaces are harmonic over the region that matters; both have the same matrix of second derivatives, the Hessian $H$; and the excited state is not degenerate, so that it has one smooth surface and one force vector. Then

$$V_g=\tfrac12\sum_{ij}u_iH_{ij}u_j,\qquad
V_e=E_v-\sum_iF_iu_i+\tfrac12\sum_{ij}u_iH_{ij}u_j .$$

There is no linear term in $V_g$, because $R_0$ is its minimum. If a calculation leaves small residual forces in the ground state, the equations still show what to use: the difference $V_e-V_g=E_v-\sum_iF_iu_i$ is linear, so the excited-state force minus the ground-state force equals $F$ at every geometry. The residual forces are therefore subtracted.

The ground-state phonons are the orthonormal eigenvectors $e_k$ of the mass-weighted Hessian,

$$\sum_j\frac{H_{ij}}{\sqrt{M_iM_j}}\,e_{kj}=\omega_k^2e_{ki},$$

with normal coordinates

$$Q_k=\sum_i\sqrt{M_i}\,e_{ki}u_i,\qquad u_i=\frac1{\sqrt{M_i}}\sum_ke_{ki}Q_k .$$

The second relation inverts the first because the eigenvectors form a complete orthonormal set. In these coordinates the kinetic energy is $\frac12\sum_k\dot Q_k^2$, so every mode has unit mass. Inserting $u_i$ into the linear term gives

$$\sum_iF_iu_i=\sum_kf_kQ_k,\qquad f_k=\sum_i\frac{e_{ki}F_i}{\sqrt{M_i}},$$

and the eigenvalue equation turns the quadratic term into $\frac12\sum_k\omega_k^2Q_k^2$. The number $f_k$ is the vertical force projected onto phonon $k$.

Uniform translations have $\omega_k=0$ and must be set aside. For a translation $e_{ki}$ is proportional to $\sqrt{M_i}$ along one direction, so $f_k$ is proportional to the total force in that direction. The total force vanishes because the energy does not change when all atoms move together. Translations thus stay undisplaced and are left out of all sums below.

Each remaining mode can be treated alone. Completing the square gives

$$\tfrac12\omega_k^2Q_k^2-f_kQ_k=\tfrac12\omega_k^2(Q_k-\Delta Q_k)^2-\frac{f_k^2}{2\omega_k^2},\qquad
\Delta Q_k=\frac{f_k}{\omega_k^2}.$$

The excited state has the same oscillator with its centre moved by $\Delta Q_k$. The partial Huang–Rhys factor is defined from this displacement as

$$S_k=\tfrac12\omega_k\Delta Q_k^2 .$$

Substituting the displacement gives the result sought,

$$S_k=\frac{f_k^2}{2\omega_k^3}.$$

Everything on the right is known from the ground-state phonons and one force calculation in the excited state at $R_0$. The relaxed excited geometry is implied by the forces and need not be searched for. With $\hbar$ restored, the same formula reads

$$S_k=\frac{f_k^2}{2\hbar\omega_k^3}=\frac{\hbar^2f_k^2}{2(\hbar\omega_k)^3},$$

and the last form is convenient when phonon energies are given in eV.

The energy released by relaxation from $R_0$ to the excited minimum is

$$\lambda=\sum_k\frac{f_k^2}{2\omega_k^2}=\sum_kS_k\omega_k .$$

Since the two surfaces have the same frequencies, their zero-point energies cancel in the transition between the two lowest vibrational states. The zero-phonon energy is therefore $E_0=E_v-\lambda$.

Three properties follow directly. The sign of $e_k$ is arbitrary, but $f_k$ enters squared. Within a set of modes of equal frequency the eigenvectors may be rotated among themselves; this changes the separate $f_k^2$ but keeps their sum, so only the summed $S$ of such a set has a meaning. Finally, the factor $\omega_k^{-3}$ makes soft modes sensitive: a small force error $\delta f_k$ changes $S_k$ by about $f_k\,\delta f_k/\omega_k^3$. Forces that are good enough for the relaxation energy, which carries only $\omega_k^{-2}$, may still be too rough for the low-energy part of the spectrum.

The physical meaning of $S_k$ comes from the overlap of the displaced oscillators. For one mode, drop the index and write

$$Q=\frac{a+a^\dagger}{\sqrt{2\omega}},\qquad P=i\sqrt{\frac{\omega}{2}}\,(a^\dagger-a),\qquad [a,a^\dagger]=1 .$$

With $g=f/\sqrt{2\omega^3}$, so that $g^2=S$, the linear term is $fQ=\omega g(a+a^\dagger)$. Apart from $E_v$, the excited Hamiltonian is

$$\omega\left(a^\dagger a+\tfrac12\right)-\omega g(a+a^\dagger)
=\omega\left(b^\dagger b+\tfrac12\right)-\omega g^2,\qquad b=a-g .$$

The operator $b$ obeys the same commutation rule as $a$, so it lowers the excited-state levels $|\tilde n\rangle$. The ground-state vacuum satisfies $a|0\rangle=0$, hence $b|0\rangle=-g|0\rangle$. Expand $|0\rangle=\sum_nc_n|\tilde n\rangle$ and use $b|\tilde n\rangle=\sqrt n\,|\widetilde{n-1}\rangle$. Comparing coefficients gives

$$\sqrt{n+1}\,c_{n+1}=-g\,c_n,\qquad c_n=\frac{(-g)^n}{\sqrt{n!}}\,c_0 .$$

Normalization requires $|c_0|^2\sum_nS^n/n!=|c_0|^2e^{S}=1$. The probability that absorption from the vacuum creates $n$ phonons in the mode is thus

$$P_n=|c_n|^2=e^{-S}\frac{S^n}{n!},$$

provided that the transition dipole does not depend on the nuclear coordinates. This is a Poisson distribution with mean $S$: the partial Huang–Rhys factor is the mean number of quanta created in mode $k$. For many modes the probabilities multiply, and the zero-phonon weight at zero temperature is $\exp(-\sum_kS_k)$. Emission exchanges the two surfaces, which changes $g$ to $-g$ and leaves $P_n$ as it is. The emission line shape is then the mirror image of the absorption line shape about $E_0$, once the frequency factors of the optical rates have been divided out.

The first two moments of the line can be found without summing over final states one by one. Let $p_i$ be the thermal population of the ground-surface vibrational state $|i\rangle$ with energy $E_i$, and let $|f\rangle$ and $E_f$ belong to the excited surface. The normalized absorption line has weight $p_i|\langle f|i\rangle|^2$ at energy $E_f-E_i$. Define

$$W=H_e-H_g=E_v-\sum_kf_kQ_k ,$$

where $H_g$ and $H_e$ are the vibrational Hamiltonians of the two surfaces. Since $H_g|i\rangle=E_i|i\rangle$, we have $(H_e-E_i)|i\rangle=W|i\rangle$. The states $|f\rangle$ are complete, so

$$\sum_f|\langle f|i\rangle|^2(E_f-E_i)=\langle i|W|i\rangle,\qquad
\sum_f|\langle f|i\rangle|^2(E_f-E_i)^2=\langle i|W^2|i\rangle .$$

The thermal mean of each $Q_k$ is zero, and the mean of the absorption line is therefore $E_v$. Different modes are uncorrelated, and

$$\langle Q_k^2\rangle=\frac{2n_k+1}{2\omega_k}=\frac{1}{2\omega_k}\coth\frac{\omega_k}{2k_BT},\qquad n_k=\frac1{e^{\omega_k/k_BT}-1}.$$

With $f_k^2=2S_k\omega_k^3$ the variance becomes

$$\sigma^2=\sum_kf_k^2\langle Q_k^2\rangle=\sum_kS_k\omega_k^2\coth\frac{\omega_k}{2k_BT}.$$

The zero-phonon weight at finite temperature needs the time-dependent form of the line. Its Fourier transform is $G(t)=\langle e^{iH_gt}e^{-iH_et}\rangle$, with a thermal average over the ground surface. The operator $D=\exp(-i\sum_k\Delta Q_kP_k)$ shifts every oscillator by $\Delta Q_k$, so that $H_e=E_0+DH_gD^\dagger$. Hence

$$G(t)=e^{-iE_0t}\langle D(t)D^\dagger(0)\rangle,\qquad D(t)=e^{iH_gt}De^{-iH_gt}.$$

The average of such exponentials follows from one identity. Let $C=\mu a^\dagger+\nu a$, and let $\rho$ be the thermal density operator of the mode. From $\rho a^\dagger=e^{-\omega/k_BT}a^\dagger\rho$, the cyclic property of the trace, and $e^{sC}a^\dagger=(a^\dagger+s\nu)e^{sC}$,

$$\langle a^\dagger e^{sC}\rangle=e^{-\omega/k_BT}\left[\langle a^\dagger e^{sC}\rangle+s\nu\langle e^{sC}\rangle\right]
\;\Rightarrow\;\langle a^\dagger e^{sC}\rangle=n\,s\nu\langle e^{sC}\rangle .$$

The same steps with $a$ give $\langle ae^{sC}\rangle=(n+1)s\mu\langle e^{sC}\rangle$. Therefore

$$\frac{d}{ds}\langle e^{sC}\rangle=s\mu\nu(2n+1)\langle e^{sC}\rangle,\qquad
\langle e^{C}\rangle=e^{\mu\nu(2n+1)/2}=e^{\langle C^2\rangle/2}.$$

For two linear operators $A$ and $B$ the commutator is a number and $e^Ae^B=e^{A+B+[A,B]/2}$, so $\langle e^Ae^B\rangle=\exp\left(\frac12\langle A^2\rangle+\frac12\langle B^2\rangle+\langle AB\rangle\right)$. Here $A=-i\Delta Q\,P(t)$ and $B=i\Delta Q\,P(0)$ for each mode. The momentum correlation is

$$\langle P(t)P(0)\rangle=\frac{\omega}{2}\left[(n+1)e^{-i\omega t}+n\,e^{i\omega t}\right],$$

and $\Delta Q^2\omega/2=S$. Collecting the modes,

$$G(t)=e^{-iE_0t}\exp\left\{-\sum_kS_k(2n_k+1)+\sum_kS_k\left[(n_k+1)e^{-i\omega_kt}+n_ke^{i\omega_kt}\right]\right\}.$$

In a large crystal the phonon energies form a continuum, apart from any vibrations localized at the defect. If there are no such localized modes and the $S_k(2n_k+1)$ have a finite sum, the oscillating terms get out of step at long times and their sum goes to zero. What remains is an undamped oscillation at $E_0$, which is a sharp line of weight

$$w(T)=\exp\left(-\sum_kS_k\coth\frac{\omega_k}{2k_BT}\right).$$

In a finite set of modes, or with a localized mode, some further weight falls at $E_0$ when $T>0$, from processes that absorb and emit the same quantum. The exponent then measures the thermal overlap of displaced states, $|\langle D\rangle|^2$, rather than all the intensity at that energy.

## Limits of the approximation and a carbon pair in boron nitride

The symbols carried over are these. The Hessian $H$ and the phonons $\omega_k$, $e_k$ belong to the ground state at its minimum $R_0$; $F$ is the excited-state force at $R_0$, and $f_k=\sum_ie_{ki}F_i/\sqrt{M_i}$ is its projection on phonon $k$. For harmonic surfaces with a common Hessian, in atomic units,

$$S_k=\frac{f_k^2}{2\omega_k^3},\qquad \lambda=\sum_kS_k\omega_k,\qquad E_0=E_v-\lambda ,$$

where $E_v$ is the vertical energy, $\lambda$ the relaxation energy and $E_0$ the zero-phonon energy. The zero-phonon weight at zero temperature is $\exp(-S)$ with $S=\sum_kS_k$. The line variance is $\sum_kS_k\omega_k^2\coth(\omega_k/2k_BT)$.

The error made by assuming a common Hessian can be estimated simply. Suppose that the excited surface is harmonic but has its own Hessian $H_e$. Its minimum lies where the total force vanishes, $H_eu=F$. The force formula uses $H^{-1}F$ in place of the true displacement $H_e^{-1}F$, with both inverses taken in the space without translations. For a single mode whose frequency changes from $\omega_g$ to $\omega_e$, the vertical force is $f=\omega_e^2\Delta Q$, and

$$\frac{f^2}{2\omega_g^3}=\left(\frac{\omega_e}{\omega_g}\right)^4\frac{\omega_g\Delta Q^2}{2}.$$

A frequency 5 percent lower in the excited state makes the force-based value about 19 percent smaller than the displacement-based one. With unequal Hessians the overlaps are no longer Poissonian, and the displacement-based $S_k$ describes only the shift of the oscillator, measured in ground-state phonons.

Consider an excitation that changes mainly one bond. Let $d$ be the length of that bond and $b_i=\partial d/\partial u_i$ its gradient at $R_0$; for a bond between two atoms, $b$ holds a unit vector along the bond on one atom and its opposite on the other. Let the vertical force act along this bond, $F=F_bb$, and let the bond soften by $\kappa$, so that $H_e=H-\kappa bb^{\mathsf T}$. The condition $H_eu=F$ gives

$$u=H^{-1}F+\kappa H^{-1}b\,(b\cdot u).$$

Define the bond compliance $G=b\cdot H^{-1}b$. Taking the product with $b$ yields $b\cdot u=F_bG+\kappa G\,(b\cdot u)$, hence $b\cdot u=F_bG/(1-\kappa G)$. Putting this back,

$$u=F_bH^{-1}b\left(1+\frac{\kappa G}{1-\kappa G}\right)=\frac{H^{-1}F}{1-\kappa G}.$$

All displacements grow by one common factor, and every displacement-based $S_k$ is larger than the force-based one by the factor $(1-\kappa G)^{-2}$. The condition is $\kappa G<1$; at $\kappa G=1$ the softened surface loses its minimum.

Anharmonicity can act in the opposite direction. Let the energy of the bond be a Morse function of its extension $x$ from the rest length,

$$\phi(x)=\frac{k}{2\alpha^2}\left(1-e^{-\alpha x}\right)^2,$$

with stiffness $k$ and steepness $\alpha$. Excitation lengthens the rest length by $\delta$, so at $R_0$ the bond is compressed, $x=-\delta$. The force that pushes its ends apart is

$$F_b=-\phi'(-\delta)=\frac{k}{\alpha}\,e^{\alpha\delta}\left(e^{\alpha\delta}-1\right)
=k\delta\left(1+\tfrac32\alpha\delta+\dots\right).$$

A harmonic bond of the same stiffness would give $k\delta$. The vertical force is measured on the steep repulsive wall and exceeds the harmonic value, so the projected $S$ is too large. The relative excess vanishes in proportion to $\delta$. The sign rests on the assumption that the excited bond keeps the stiffness $k$ at its new rest length, which makes its curvature at $R_0$ equal to $k\,e^{\alpha\delta}(2e^{\alpha\delta}-1)$, larger than in the ground state. If instead $V_e-V_g$ is linear in the bond length, the curvatures agree at $R_0$, the Morse bond softens as it stretches, and the projected $S$ is too small.

For harmonic surfaces with a common Hessian, the vertical forces and the ground-state phonons fix every partial Huang–Rhys factor; a softer excited bond makes the force-based values too small, while a Morse bond that keeps its stiffness at the new rest length makes them too large. It remains to test the formula numerically and to find the size of these two errors in a model of a carbon pair in hexagonal boron nitride.
